**Massoud's time-decaying oxidation law: closed form against direct integration**

The program tests that $dX/dt=(B+K_1e^{-t/\tau_1}+K_2e^{-t/\tau_2})/(2X+A)$ integrates to $X^2+AX=X_i^2+AX_i+Bt+\sum_jK_j\tau_j(1-e^{-t/\tau_j})$. Here $X$ is the oxide thickness, $X_i$ its initial value, $t$ the oxidation time, $A$ and $B$ the linear-parabolic constants, and $K_j$ and $\tau_j$ the amplitudes and decay times of the added terms. Symbolic algebra confirms that both roots of the quadratic satisfy the differential equation. The non-negative root is compared with numerical integration for $A=300$ nm and $A=20$ nm at four times each; the largest difference is $1.1\times10^{-11}$ nm. Further assertions cover the growth rate, the error of the linear estimate, the long-time limit, the time to a target thickness and interrupted growth. They also confirm that adding the decaying terms outside the common factor gives a different thickness. For rough parameters of dry oxidation of Si(100) at 1273 K, the output gives 26.0 nm after 20 min, against 16.7 nm without the decaying terms. It also prints sensitivity estimates for temperature, gas filling, crystal face and doping, which rest on rough assumed inputs.

## Program and output

```python
"""
Result under test: the oxidation law
    dX/dt = (B + K1 exp(-t/tau1) + K2 exp(-t/tau2)) / (2 X + A),  X(0) = Xi,
integrates exactly to the quadratic
    X^2 + A X = G(t),
    G(t) = Xi^2 + A Xi + B t + sum_i Ki taui (1 - exp(-t/taui)).
X: oxide thickness (nm), t: time since the start of oxidation (min),
A: linear-parabolic length (nm), B: parabolic constant (nm^2/min),
Ki: amplitudes of the decaying terms (nm^2/min), taui: decay times (min).
The closed form is compared with direct numerical integration of the law.
Example parameters are rounded, rough values for dry oxidation of Si(100).
"""
from dataclasses import dataclass, replace
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


@dataclass(frozen=True)
class Law:
    A: float
    B: float
    K: tuple
    tau: tuple
    Xi: float


def supply(law, t):
    return law.B + sum(k * np.exp(-t / s) for k, s in zip(law.K, law.tau))


def contributions(law, t):
    decaying = [k * s * (1 - np.exp(-t / s)) for k, s in zip(law.K, law.tau)]
    return [law.Xi**2 + law.A * law.Xi, law.B * t] + decaying


def positive_root(A, G):
    return 2 * G / (A + np.sqrt(A**2 + 4 * G))


def thickness(law, t):
    return positive_root(law.A, sum(contributions(law, t)))


def integrate_rate(rate, start, t_end, events=None):
    return solve_ivp(lambda t, y: [rate(t, y[0])], (0.0, t_end), [start],
                     method="DOP853", rtol=1e-11, atol=1e-11,
                     max_step=1.0, events=events)


def ode_thickness(law, t_end):
    run = integrate_rate(lambda t, x: supply(law, t) / (2 * x + law.A),
                         law.Xi, t_end)
    assert run.success
    return run.y[0, -1]


# Symbolic check: both roots of the quadratic obey the differential equation.
t_s, A_s, B_s, K1_s, K2_s, u1_s, u2_s, x_s = sp.symbols(
    "t A B K1 K2 tau1 tau2 Xi", positive=True)
G_s = (x_s**2 + A_s * x_s + B_s * t_s
       + K1_s * u1_s * (1 - sp.exp(-t_s / u1_s))
       + K2_s * u2_s * (1 - sp.exp(-t_s / u2_s)))
supply_s = B_s + K1_s * sp.exp(-t_s / u1_s) + K2_s * sp.exp(-t_s / u2_s)
for sign in (1, -1):
    X_s = -A_s / 2 + sign * sp.sqrt(A_s**2 / 4 + G_s)
    residual = sp.diff(X_s, t_s) * (2 * X_s + A_s) - supply_s
    assert sp.simplify(residual) == 0

# Example, and a second case in which the parabolic part dominates.
T = 1273.0
pressure = 760.0
law = Law(A=300.0, B=250.0, K=(600.0, 350.0), tau=(1.2, 7.5), Xi=1.0)
parabolic_case = replace(law, A=20.0)
times = (1.0, 5.0, 20.0, 60.0)
largest_error = 0.0
for case in (law, parabolic_case):
    for t in times:
        error = abs(thickness(case, t) - ode_thickness(case, t))
        largest_error = max(largest_error, error)
assert largest_error < 1e-7

# Growth rate from finite differences of the closed form.
step = 1e-3
for t in (0.0, 20.0):
    slope = (thickness(law, t + step) - thickness(law, t - step)) / (2 * step)
    assert abs(slope - supply(law, t) / (2 * thickness(law, t) + law.A)) < 1e-5

# Thin-film linear estimate and its relative excess.
t_run = 20.0
X_run = ode_thickness(law, t_run)
parts = contributions(law, t_run)
linear_growth = sum(parts[1:]) / (law.A + 2 * law.Xi)
excess = (X_run - law.Xi) / (law.A + 2 * law.Xi)
assert abs(linear_growth / (X_run - law.Xi) - 1 - excess) < 1e-8

# Long times: law without decaying terms, started at an apparent thickness.
M = [k * s for k, s in zip(law.K, law.tau)]
G_apparent = parts[0] + sum(M)
X_apparent = positive_root(law.A, G_apparent)
time_shift = G_apparent / law.B
asymptote = replace(law, K=(0.0, 0.0), Xi=X_apparent)
assert abs(ode_thickness(asymptote, 200.0) - ode_thickness(law, 200.0)) < 1e-6
X_asym = ode_thickness(asymptote, t_run)
gap = X_asym - X_run
gap_formula = (sum(m * np.exp(-t_run / s) for m, s in zip(M, law.tau))
               / (X_asym + X_run + law.A))
assert abs(gap - gap_formula) < 1e-7
shifted = replace(law, K=(0.0, 0.0), Xi=0.0)
assert abs(ode_thickness(shifted, t_run + time_shift) - X_asym) < 1e-7

# Time to reach a target thickness, against an event of the integration.
target = 20.0
G_target = target**2 + law.A * target
t_upper = (G_target - parts[0]) / law.B
t_target = brentq(lambda t: sum(contributions(law, t)) - G_target,
                  0.0, t_upper, xtol=1e-12)
event_run = integrate_rate(lambda t, x: supply(law, t) / (2 * x + law.A),
                           law.Xi, t_upper, events=lambda t, y: y[0] - target)
assert len(event_run.t_events[0]) == 1
assert abs(event_run.t_events[0][0] - t_target) < 1e-6

# Interrupted growth: amplitudes carried on, or reset at the restart.
t_first, t_second = 10.0, 10.0
X_first = ode_thickness(law, t_first)
K_left = tuple(k * np.exp(-t_first / s) for k, s in zip(law.K, law.tau))
X_carried = ode_thickness(replace(law, Xi=X_first, K=K_left), t_second)
X_reset = ode_thickness(replace(law, Xi=X_first), t_second)
assert abs(X_carried - thickness(law, t_first + t_second)) < 1e-7
extra_G = sum(m * (1 - np.exp(-t_first / s)) * (1 - np.exp(-t_second / s))
              for m, s in zip(M, law.tau))
measured_extra = (X_reset**2 + law.A * X_reset
                  - X_carried**2 - law.A * X_carried)
assert abs(measured_extra - extra_G) < 1e-4

# Decaying terms added outside 1/(2X+A), with the same initial rate.
C = [k / (law.A + 2 * law.Xi) for k in law.K]
outside = integrate_rate(
    lambda t, x: law.B / (2 * x + law.A)
    + sum(c * np.exp(-t / s) for c, s in zip(C, law.tau)), law.Xi, t_run)
X_outside = outside.y[0, -1]
assert X_outside - X_run > 0.1

# Neglected effects; energies and factors are rough typical values.
k_eV = constants.k / constants.e
offset = 5.0
E_B, E_K, E_linear, E_tau = 2.2, 2.2, 1.8, (1.4, 1.9)


def arrhenius(energy):
    return np.exp(-energy / k_eV * (1 / (T + offset) - 1 / T))


hot = Law(A=law.A * arrhenius(E_B - E_linear), B=law.B * arrhenius(E_B),
          K=tuple(k * arrhenius(E_K) for k in law.K),
          tau=tuple(s * arrhenius(-e) for s, e in zip(law.tau, E_tau)),
          Xi=law.Xi)
change_hot = ode_thickness(hot, t_run) - X_run
fill_time = 0.5
filling = integrate_rate(
    lambda t, x: (1 - np.exp(-t / fill_time)) * supply(law, t)
    / (2 * x + law.A), law.Xi, t_run)
change_fill = filling.y[0, -1] - X_run


def change_linear_rate(factor):
    changed = replace(law, A=law.A / factor,
                      K=tuple(k / factor for k in law.K))
    return ode_thickness(changed, t_run) - X_run


face_factor, doping_factor = 1.7, 2.0
# Oxygen diffusivity from B = 2 D C / N, with C dissolved O2 and N the number
# of O2 molecules built into unit volume of oxide.
oxide_density, molar_mass, dissolved = 2.2, 60.08, 5e16
N_oxide = oxide_density / molar_mass * constants.N_A
D_oxygen = law.B * N_oxide / (2 * dissolved)
diffusion_time = X_run**2 / (2 * D_oxygen)
assert diffusion_time < 1e-3 * min(law.tau)

print(f"temperature = {T:.0f} K")
print(f"oxygen pressure = {pressure:.0f} Torr")
print(f"A = {law.A:.0f} nm")
print(f"B = {law.B:.0f} nm^2/min")
print(f"B/A = {law.B / law.A:.4f} nm/min")
print(f"K1, K2 = {law.K[0]:.0f}, {law.K[1]:.0f} nm^2/min")
print(f"tau1, tau2 = {law.tau[0]:.1f}, {law.tau[1]:.1f} min")
print(f"initial thickness Xi = {law.Xi:.1f} nm")
print(f"M1, M2 = {M[0]:.0f}, {M[1]:.0f} nm^2")
print(f"initial rate = {supply(law, 0) / (law.A + 2 * law.Xi):.4f} nm/min")
print("t (min) | X (nm) | X with K1=K2=0 (nm) | rate (nm/min)")
for t in times:
    x = thickness(law, t)
    plain = thickness(replace(law, K=(0.0, 0.0)), t)
    print(f"{t:.0f} | {x:.3f} | {plain:.3f} | "
          f"{supply(law, t) / (2 * x + law.A):.4f}")
print(f"largest closed-form minus ODE error = {largest_error:.1e} nm")
print(f"contributions to G at {t_run:.0f} min, in nm^2:")
for name, value in zip(("M0", "B t", "term 1", "term 2"), parts):
    print(f"  {name} = {value:.2f}")
print(f"  G = {sum(parts):.2f}")
print(f"X at {t_run:.0f} min = {X_run:.3f} nm = {10 * X_run:.2f} angstrom")
print(f"linear estimate of growth = {linear_growth:.3f} nm")
print(f"relative excess of linear estimate = {100 * excess:.2f} %")
print(f"apparent initial thickness X0 = {X_apparent:.3f} nm")
print(f"time shift t* = {time_shift:.3f} min")
print(f"asymptote at {t_run:.0f} min = {X_asym:.3f} nm, gap = {gap:.3f} nm")
print(f"time to reach {target:.0f} nm = {t_target:.3f} min")
print(f"upper bracket for that time = {t_upper:.3f} min")
print(f"interruption after {t_first:.0f} min: X = {X_first:.3f} nm")
print(f"after {t_second:.0f} min more, carried on: {X_carried:.3f} nm")
print(f"after {t_second:.0f} min more, reset: {X_reset:.3f} nm")
print(f"extra X^2 + A X from reset = {extra_G:.2f} nm^2")
print(f"terms outside 1/(2X+A): X = {X_outside:.3f} nm")
print(f"rough energies: B {E_B}, K {E_K}, B/A {E_linear} eV")
print(f"rough energies of tau1, tau2 = {E_tau[0]}, {E_tau[1]} eV")
print(f"change for +{offset:.0f} K = {change_hot:+.3f} nm")
print(f"gas filling time = {fill_time:.1f} min")
print(f"change from gas filling = {change_fill:+.3f} nm")
print(f"other face, B/A x {face_factor}: "
      f"{change_linear_rate(face_factor):+.3f} nm")
print(f"heavy doping, B/A x {doping_factor}: "
      f"{change_linear_rate(doping_factor):+.3f} nm")
print(f"rough dissolved O2 = {dissolved:.0e} cm^-3")
print(f"O2 built into oxide = {N_oxide:.2e} cm^-3")
print(f"O2 diffusivity = {D_oxygen:.2e} nm^2/min")
print(f"diffusion time X^2/(2D) = {diffusion_time:.1e} min")
print("every check passed")
```

Output:

```
temperature = 1273 K
oxygen pressure = 760 Torr
A = 300 nm
B = 250 nm^2/min
B/A = 0.8333 nm/min
K1, K2 = 600, 350 nm^2/min
tau1, tau2 = 1.2, 7.5 min
initial thickness Xi = 1.0 nm
M1, M2 = 720, 2625 nm^2
initial rate = 3.9735 nm/min
t (min) | X (nm) | X with K1=K2=0 (nm) | rate (nm/min)
1 | 4.226 | 1.826 | 2.6489
5 | 11.360 | 5.084 | 1.3603
20 | 25.965 | 16.736 | 0.7795
60 | 52.843 | 44.425 | 0.6165
largest closed-form minus ODE error = 1.1e-11 nm
contributions to G at 20 min, in nm^2:
  M0 = 301.00
  B t = 5000.00
  term 1 = 720.00
  term 2 = 2442.61
  G = 8463.61
X at 20 min = 25.965 nm = 259.65 angstrom
linear estimate of growth = 27.028 nm
relative excess of linear estimate = 8.27 %
apparent initial thickness X0 = 11.697 nm
time shift t* = 14.584 min
asymptote at 20 min = 26.482 nm, gap = 0.518 nm
time to reach 20 nm = 12.897 min
upper bracket for that time = 24.396 min
interruption after 10 min: X = 17.194 nm
after 10 min more, carried on: 25.965 nm
after 10 min more, reset: 31.953 nm
extra X^2 + A X from reset = 2143.16 nm^2
terms outside 1/(2X+A): X = 26.504 nm
rough energies: B 2.2, K 2.2, B/A 1.8 eV
rough energies of tau1, tau2 = 1.4, 1.9 eV
change for +5 K = +1.061 nm
gas filling time = 0.5 min
change from gas filling = -1.429 nm
other face, B/A x 1.7: +7.551 nm
heavy doping, B/A x 2.0: +10.199 nm
rough dissolved O2 = 5e+16 cm^-3
O2 built into oxide = 2.21e+22 cm^-3
O2 diffusivity = 5.51e+07 nm^2/min
diffusion time X^2/(2D) = 6.1e-06 min
every check passed
```
